# Why image attraction sets a minimum ion entry angle on flat metal

**Q:** I send ions down a trench, parallel to a smooth metal sidewall. If I collimate the beam well enough, can I make the ions that touch the wall arrive as close to grazing as I like?

**A:** Not if they start well away from the wall and stay charged until they are close to it. The metal pulls a charged particle towards itself, so an ion that began with no motion towards the wall has some when it arrives. How much fixes the angle.

Let \(z\) be the distance from the surface, measured from the plane where the metal's screening charge effectively sits (the image plane), and let \(x\) run along the wall. The ion has charge \(+e\), mass \(m\) and kinetic energy \(E\) in its motion along \(x\). It starts at height \(z_0\) and becomes neutral at a smaller height \(z_s\), which I call the entry plane. All angles are measured from the surface, so grazing means zero.

**Q:** Where does the pull come from, and how strong is it?

**A:** Electrons in the metal rearrange until the surface is an equipotential, which we take as zero. Above the surface, the potential must be that of the ion plus a part without sources there, and the sum of the two must vanish on the plane and far away. A fictitious charge \(-e\) at depth \(z\) below the plane supplies that part: every point of the plane is equally far from the two charges, so their potentials cancel. The solution of this boundary problem is unique, so this is the true potential outside the metal.

The real source is surface charge. At distance \(r\) from the foot of the ion, each of the two charges gives a field pointing into the metal, with normal component \(ez/[4\pi\varepsilon_0(r^2+z^2)^{3/2}]\). The field inside is zero, so Gauss's law gives the charge density

\[
\sigma(r)=-\frac{e\,z}{2\pi (r^2+z^2)^{3/2}} .
\]

Its pull on the ion equals that of the fictitious charge at distance \(2z\):

\[
F=\frac{e^2}{4\pi\varepsilon_0(2z)^2}=\frac{C}{z^2},\qquad 
C=\frac{e^2}{16\pi\varepsilon_0}=0.360\ \text{eV nm}.
\]

**Q:** Then the energy should be that of two charges separated by \(2z\), which is \(-2C/z\).

**A:** That would hold for a fixed second charge. Here the image moves as the ion moves, and the ion gains only the work done on itself:

\[
W=\int_{z_s}^{z_0}\frac{C}{z^2}\,dz
=C\left(\frac1{z_s}-\frac1{z_0}\right).
\]

The potential energy is therefore \(-C/z\), half of your value. For a distant start, \(z_0\to\infty\) and \(W\to C/z_s\).

**Q:** How does this energy become an angle?

**A:** A flat, uniform wall looks the same after a shift along \(x\), so the potential energy depends on \(z\) alone. There is no force along \(x\), and \(E\) is conserved as long as drag is negligible. All of \(W\) goes into normal motion. If the ion started with normal energy \(E_n\), its velocity components at the entry plane obey

\[
\tfrac12 m v_x^2=E,\qquad \tfrac12 m v_z^2=E_n+W .
\]

Dividing the second equation by the first removes the mass:

\[
\tan\theta=\frac{|v_z|}{v_x}=\sqrt{\frac{E_n+W}{E}}\;\ge\;\sqrt{\frac WE}.
\]

The inequality holds because \(E_n\) is a kinetic energy and cannot be negative. Equality belongs to the parallel start, \(E_n=0\), so

\[
\theta_{\min}=\arctan\sqrt{W/E}.
\]

Here \(E\) is the parallel energy. The total kinetic energy at entry is \(E+W\), and in terms of it \(\sin\theta_{\min}=\sqrt{W/(E+W)}\).

**Q:** Could I beat the limit by aiming slightly away from the wall?

**A:** No. With no other wall nearby, such an ion escapes if \(E_n\ge C/z_0\). Otherwise it stops, falls back and passes \(z_0\) with the same \(E_n\), now directed inwards. Its entry angle is then larger than that of the parallel ion.

Holding the total launch energy \(E_0\) fixed instead of \(E\) does not help either. With launch tilt \(\alpha\), \(E=E_0\cos^2\alpha\) and \(E_n=E_0\sin^2\alpha\), so

\[
\tan^2\theta=\tan^2\alpha+\frac{W}{E_0\cos^2\alpha}.
\]

Both terms are smallest at \(\alpha=0\).

The limit does depend on where the ion starts. As \(z_0\) approaches \(z_s\), \(W\) goes to zero and so does the minimum angle. An ion neutralized far from the wall also gains almost nothing. The bound is for the \(W\) actually gained; it is not a constant of the metal.

**Q:** What happens below the entry plane? The ion must eventually meet the atoms.

**A:** In this model it is neutral there and feels no image force. It coasts until the short-range repulsion of the surface stops its normal motion. At that turning point \(v_z=0\), so the path is momentarily parallel to the wall. If "impact angle" meant the angle at closest approach to a perfectly flat wall, it would be zero and the claim would be false. The limit concerns the angle before repulsion acts.

That angle still has a visible consequence. The repulsion conserves energy and has no component along \(x\), so the neutral leaves with \(v_z\) reversed. If nothing else acts on the neutral, a particle that came in parallel goes out at \(\theta_{\min}\).

**Q:** How far does a parallel ion travel before it reaches the wall? My sidewall has a finite depth.

**A:** Energy conservation at height \(z\) gives \(\tfrac12 m\dot z^2=C(1/z-1/z_0)\), while \(\tfrac12 m\dot x^2=E\). The ion moves towards smaller \(z\), so

\[
dx=-\sqrt{\frac{E}{C(1/z-1/z_0)}}\;dz .
\]

Put \(z=z_0\cos^2\varphi\). Then \(1/z-1/z_0=\tan^2\varphi/z_0\) and \(dz=-2z_0\sin\varphi\cos\varphi\,d\varphi\), which gives

\[
dx=2\sqrt{\frac{Ez_0^3}{C}}\cos^2\varphi\,d\varphi .
\]

Since \(\int_0^{\varphi_s}2\cos^2\varphi\,d\varphi=\varphi_s+\sin\varphi_s\cos\varphi_s\), and \(\cos\varphi_s=\sqrt u\) with \(u=z_s/z_0\), the distance is

\[
L=\sqrt{\frac{Ez_0^3}{C}}\left[\arccos\sqrt u+\sqrt{u(1-u)}\right].
\]

The mass has cancelled again: a heavier ion falls more slowly but also travels more slowly. For \(z_0\gg z_s\) the bracket tends to \(\pi/2\), so \(L\) grows as \(z_0^{3/2}\). A wall of finite depth therefore collects parallel ions only from a thin strip beside it.

**Q:** Put in numbers for argon ions and an aluminium sidewall.

**A:** Take \(E=100\) eV, a bare wall 100 nm deep and a trench 40 nm wide. Let the ion start parallel at \(z_0=2.0\) nm and be neutralized at \(z_s=0.3\) nm, which is a rough value. Then

\[
W=0.360\left(\frac1{0.3}-\frac1{2.0}\right)\text{eV}=1.02\ \text{eV},
\]

\[
\theta_{\min}=\arctan\sqrt{\frac{1.02}{100}}=\arctan 0.101=5.8^\circ .
\]

One percent of the energy produces almost six degrees, because the angle follows the square root of the energy ratio. In speeds, the ion moves at 22 km/s along the wall and reaches 2.2 km/s towards it.

For the distance, \(u=0.15\) and

\[
L=\sqrt{\frac{100\times 2.0^3}{0.360}}\,(1.173+0.357)\ \text{nm}=72\ \text{nm}.
\]

The ion reaches the entry plane after 3.3 ps, inside the 100 nm depth. Numerical integration of Newton's equations gives the same angle, 5.767°, and the same distance, 72.13 nm, as the formulas.

A distant start would give \(W=1.20\) eV and 6.3°, but only on a wall far deeper than this one. With \(W\) held at 1.02 eV, the minimum angle is 10.4° at 30 eV, 3.3° at 300 eV and 1.8° at 1000 eV. Raising the energy brings the entry closer to grazing, but only as \(1/\sqrt E\). The distance \(L\) grows as \(\sqrt E\) at the same time. From 2.0 nm, an ion needs 125 nm of wall at 300 eV and 228 nm at 1000 eV; above about 190 eV it passes the 100 nm wall without reaching the entry plane.

**Q:** How do I know that the image force, rather than some small initial tilt, makes the angle?

**A:** Start the same ion with a normal energy of only 0.0001 eV towards the wall. With the image force switched off, the computed entry angle is 0.057°. With it on, the angle is 5.767°. Everything else is the same in the two runs, and the wall is taken to be as long as needed: without the pull, the ion travels 1700 nm before it reaches the entry plane.

The reflection can be followed too. With a model repulsion \(B e^{-z/a}\), \(B=50\) eV and \(a=0.025\) nm, the neutral turns at 0.097 nm, where its path angle is zero, and leaves at 5.768°. The extra 0.001° arises because the repulsion is not quite zero at the entry plane: \(50\,e^{-12}\) eV is about 0.3 meV, which the neutral receives on its way out.

**Q:** What share of my ions does this affect?

**A:** Setting \(L=100\) nm and solving for \(z_0\) gives a strip 2.5 nm wide beside each wall. The lowest 0.3 nm of it lies below the entry plane, where the model has no image pull. Without that part, two strips make up 11% of the trench width. For a uniform, perfectly parallel beam, that is the share pulled to the sidewalls before reaching the floor. This treats the wall as infinite, so it leaves out how the mouth and the floor of the trench change the pull, and any pull on the ion before it enters.

Real beams are not perfectly parallel. A rough mean normal energy of 0.025 eV for ions from a plasma corresponds to a launch tilt of 0.91°. It changes the entry angle only from 5.77° to 5.84°, because 0.025 eV adds to 1.02 eV. Yet without any attraction, that tilt shifts an ion sideways by \(100\tan0.91^\circ\approx1.6\) nm over the wall depth, which is comparable with the strip width. At this small normal energy, tilt therefore matters more for which ions hit than for the angle at which they do so. A less well collimated beam changes the angle as well: a normal energy of 0.3 eV would raise it to 6.6°.

**Q:** Which assumption would you worry about most?

**A:** The neutralization height. With the start held at 2.0 nm, neutralization at 0.2 nm gives \(W=1.62\) eV and 7.3°, while 0.5 nm gives 0.54 eV and 4.2°. Electron transfer is a random event spread over a range of heights, so a real beam should show a spread of angles rather than one sharp value. Different launch heights spread the angles too. Even if every ion were neutralized at exactly 0.3 nm, a tenth of those started evenly between 0.3 and 2.5 nm would enter at less than about 4.1°.

**Q:** The ion is moving fast. Can the metal's electrons keep up?

**A:** Resolve the ion's potential at the surface into waves of wave number \(k\) along the plane. Just above the metal, each wave has the form \(e^{kz}-g\,e^{-kz}\), where \(g\) is the reflected share; inside it is \(t\,e^{kz}\). Continuity of the potential gives \(1-g=t\). Continuity of the normal displacement gives \(1+g=\varepsilon t\). Eliminating \(t\),

\[
g=\frac{\varepsilon-1}{\varepsilon+1}.
\]

A perfect static metal has \(g=1\). For free electrons with plasma frequency \(\omega_p\) and damping rate \(\gamma\), \(\varepsilon=1-\omega_p^2/(\omega^2+i\gamma\omega)\), and hence

\[
g=\frac{\omega_s^2}{\omega_s^2-\omega^2-i\gamma\omega},\qquad \omega_s=\frac{\omega_p}{\sqrt2}.
\]

An ion with speed \(v\) drives each wave at \(\omega=k_xv\). The wave travels to the surface and back, so it carries the weight \(e^{-2kz}\), and the image energy is

\[
U=-\frac{C}{\pi}\int_0^{2\pi}\!d\phi\int_0^\infty\!dk\;e^{-2kz}\,\mathrm{Re}\,g .
\]

Setting \(g=1\) returns \(-C/z\), which confirms the prefactor. Without damping, \(g\approx1+k_x^2v^2/\omega_s^2\). The weighted mean of \(k^2\) is \(2/(2z)^2\) and that of \(\cos^2\phi\) is \(1/2\), so the relative change is \(v^2/(4z^2\omega_s^2)\). Free-electron aluminium has \(\hbar\omega_s=11.2\) eV, and at \(z_s\) the change is about \(5\times10^{-6}\). The electrons follow easily.

**Q:** And the drag, which you set to zero?

**A:** Damping makes the image lag behind the ion and pull it backwards. Differentiating the induced potential along \(x\) brings down a factor \(k\cos\phi\). The factor one half in the energy is absent from the force, so

\[
F_x=-\frac{2C}{\pi}\int_0^{2\pi}\!d\phi\int_0^\infty\!dk\;k\cos\phi\;e^{-2kz}\,\mathrm{Im}\,g .
\]

At low frequency \(\mathrm{Im}\,g\approx\gamma kv\cos\phi/\omega_s^2\). The angular integral is \(\pi\), the integral over \(k\) is \(1/(4z^3)\), and \(\omega_s^2=\omega_p^2/2\), giving a retarding force of size

\[
|F_x|=\frac{C\gamma v}{\omega_p^2z^3}.
\]

For the damping rate I use \(\gamma\approx v_F/z\), the rate at which electrons at the Fermi speed \(v_F\) cross the region of strong field. This is an estimate of scale. It gives 3.4 meV/nm at \(z_s\) and a total loss of 4.4 meV along the path, out of 100 eV. Conservation of \(E\) is a good approximation here.

**Q:** Does the opposite wall pull the ion back?

**A:** Hardly, this close to one wall. Two grounded planes a distance \(w\) apart produce a row of images. The \(n\)th group adds \(-C[1/(nw-z)+1/(nw+z)-2/(nw)]\) to the energy. The first two terms come from images of charge \(-e\), the last from those of charge \(+e\). For \(z\ll w\) the bracket is about \(2z^2/(nw)^3\), since the leading parts cancel. The resulting change in \(W\) is \(-0.05\) meV.

**Q:** Argon is polarizable. Does that matter?

**A:** The image field polarizes the ion, which adds a little to the attraction. At \(z_s\) this field is \(C/(ez_s^2)=4.0\) V/nm. With a rough polarizability volume of \(10^{-3}\) nm³, the energy gained by polarization is 5.6 meV.

The neutral atom is attracted through its fluctuating dipole \(\mathbf d\). The image dipole has reversed parallel components and an unchanged normal one. The dipole interaction at distance \(2z\), halved because the image is induced, gives

\[
U_n=-\frac{\langle d_x^2+d_y^2+2d_z^2\rangle}{4\pi\varepsilon_0\,16z^3}
=-\frac{\langle d^2\rangle}{4\pi\varepsilon_0\,12z^3},
\]

where the last step uses the atom's isotropy. Model the atom as an isotropic oscillator of quantum \(\hbar\omega_a\) and polarizability volume \(\alpha\). Its ground state has \(\langle d^2\rangle=\tfrac32\hbar\omega_a\,4\pi\varepsilon_0\alpha\), so \(U_n=-\hbar\omega_a\alpha/(8z^3)\). With the rough values 16 eV and \(1.6\times10^{-3}\) nm³, its size at \(z_s\) is 0.12 eV for an ideal metal. A neutral formed at \(z_s\) must climb out of this attraction, so it leaves with that much less normal energy. With \(W\) unchanged, its exit angle falls to 5.4°. One oscillator underestimates this ideal-metal value for argon: the full frequency-dependent polarizability from time-dependent Hartree–Fock theory gives about 0.16 eV and 5.3°. Aluminium's electrons cannot fully follow so fast a fluctuation: for a free-electron metal the same oscillator model multiplies the energy by \(\omega_s/(\omega_s+\omega_a)=0.41\), which leaves about 0.05 eV and an exit angle of 5.6°. The ion's remaining electrons fluctuate too, so before neutralization it feels an extra attraction of similar scale, which \(W\) leaves out and which would raise the entry angle. These figures show only the scale; the full answer needs the whole potentials of ion and atom, including repulsion.

**Q:** How close is all this to a real etched sidewall?

**A:** An ion energy near 100 eV can be reached in directional plasma etching. The bare, flat aluminium wall is the idealization, since aluminium exposed to air or oxygen grows an oxide. If the oxide is thick compared with the ion's distance, its response replaces that of the metal, and \(W\) is multiplied by \((\varepsilon-1)/(\varepsilon+1)\). With the same heights, now measured from the oxide surface, a rough static permittivity of 9 gives 5.2°. If the oxide's atoms are too slow to respond, a rough optical value of 3 gives 4.1°. An insulating oxide can also hold charge, whose field deflects ions too. Neither that field nor the drag from the oxide's vibrating atoms is included here. Work-function differences between grains, roughly 0.1 eV, add stray fields. If the whole difference were added to or taken from \(W\), the angle would become 6.0° or 5.5°. That is an extreme case. Above the middle of a wide grain the stray potential is nearly the same at \(z_0\) and \(z_s\), and over narrow grains its normal force changes sign along the path. For alternating stripes that cross the path, with a 0.1 eV difference and widths from 3 to 300 nm, computed trajectories enter between about 5.75° and 5.80°.

Roughness can defeat the flat-wall picture altogether. A step on the (111) face of aluminium is 0.234 nm high. At the entry slope, the ion descends by that height in \(0.234/0.101=2.3\) nm. A raised step a few nanometres ahead can therefore present its side to the ion, and the angle to the average wall no longer describes the local collision.

**Q:** So what can I change if I want entry closer to grazing?

**A:** On a flat wall, with the launch height and neutralization height held fixed, raise the parallel energy: four times the energy halves \(\tan\theta_{\min}\). It also doubles the distance the ion travels before entry, so the wall must be deep enough; otherwise the ion misses it. Better collimation helps only until \(E_n\) is small compared with \(W\). At \(E_n=W\) the tangent is \(\sqrt2\) times its minimum; at 0.025 eV you are already within 0.1° of the limit in this example. The remaining angle comes from the ion's own charge, and aiming cannot remove it.

## Values computed for the example and the checks

```
Image constant C = e^2/(16 pi eps0): 0.3600 eV nm
Parallel energy E: 100 eV; argon mass: 39.95 u
Launch height z0: 2.0 nm; neutralization height z_s: 0.3 nm
Sidewall depth: 100 nm; trench width: 40 nm
Normal energy gain W, formula: 1.0200 eV
Normal energy gain W, work of induced charge: 1.0200 eV
sqrt(W/E): 0.1010
Minimum entry angle, formula: 5.767 deg
Entry angle, integrated trajectory: 5.767 deg
Travel along wall, formula: 72.13 nm
Travel along wall, trajectory: 72.13 nm
Time to entry: 3.282 ps
Parallel speed: 21.98 km/s
Normal speed at entry: 2.220 km/s
Distant launch: W = 1.2000 eV, angle = 6.251 deg
Minimum angle at E = 30 eV, same W: 10.447 deg
Minimum angle at E = 300 eV, same W: 3.337 deg
Minimum angle at E = 1000 eV, same W: 1.829 deg
Launch normal energy in image on/off test: 0.0001 eV
Entry angle without image force: 0.057 deg
Entry angle with image force: 5.767 deg
Repulsive wall model: B = 50 eV, a = 0.025 nm
Turning height of neutral: 0.097 nm
Path angle at turning point: 0.000 deg
Exit angle of reflected neutral: 5.768 deg
Collecting strip beside one wall: 2.474 nm
Share of trench width, two strips: 12.4 %
Neutralized at 0.2 nm: W = 1.620 eV, angle = 7.25 deg
Neutralized at 0.5 nm: W = 0.540 eV, angle = 4.20 deg
Angle with launch normal energy 0.025 eV: 5.837 deg
Launch tilt for that normal energy: 0.91 deg
Change of W by opposite wall: -0.0530 meV
Al lattice constant (rough): 0.405 nm
Al surface plasmon energy, free electrons: 11.2 eV
Relative change of image energy by ion speed: 4.7e-06
Al Fermi speed, free electrons: 2025 km/s
Drag at z_s: 3.44 meV/nm
Parallel energy lost to drag: 4.4 meV
Image field at z_s: 4.00 V/nm
Ion polarizability (rough): 1.0e-03 nm^3
Ion polarization energy at z_s: 5.6 meV
Atom polarizability 1.6e-03 nm^3, quantum 16 eV (rough)
Neutral-atom attraction at z_s, ideal metal: 119 meV
Angle with that energy added to W: 6.09 deg
Angle for W -/+ 0.1 eV patches: 5.48, 6.04 deg
Thick oxide, static permittivity 9: 5.16 deg
Thick oxide, optical permittivity 3: 4.08 deg
Al(111) step height: 0.234 nm
Path along wall per step height at entry angle: 2.32 nm
```
